# Jost polarisation energy missing from a finite model of a charged defect

## Problem

A defect of charge \(+e\) sits in a high-permittivity gate oxide. Its surroundings are modelled in detail only within a region whose volume is that of a cube of side 10 angstrom. Replace this region by a sphere of equal volume and give the oxide a static relative permittivity \(\varepsilon=20\).

(a) How much polarisation energy is lost if the oxide outside the sphere is replaced by vacuum?

(b) How much does the answer change for a double charge, for ions that have no time to move, and for a cubic region?

(c) May the same energy be added to the result of a periodic supercell of side 10 angstrom with a uniform neutralising background?

## Conventions and model

The algebra is in atomic units, with \(4\pi\varepsilon_0=1\) and the elementary charge equal to one. Lengths in the example are in angstrom and energies in eV. The conversion then needs one constant, \(e^2/(4\pi\varepsilon_0)=14.3996\) eV angstrom.

The outside oxide is a linear, isotropic continuum without boundaries. The defect charge \(q\) is spherically distributed and lies wholly inside the sphere of radius \(R\). The inside may respond in any linear, spherically symmetric way, provided this response is the same in both situations compared. The required energy is

\[
E_J=U(\text{oxide outside})-U(\text{vacuum outside}),
\]

so a negative value means that the missing oxide would have stabilised the charged defect.

## Solution of (a)

**The radius.** Equal volumes require \(4\pi R^3/3=L^3\), hence

\[
R=L\left(\frac{3}{4\pi}\right)^{1/3}=6.2035\ \text{angstrom}
\quad\text{for } L=10\ \text{angstrom}.
\]

**The energy in terms of the field.** In a linear medium the work of building up a charge density \(\rho\) is \(U=\tfrac12\int\rho\phi\,dV\). The half arises because the potential \(\phi\) grows in proportion to the charge already present. This work includes the cost of polarising the medium. Insert \(4\pi\rho=\nabla\cdot\mathbf D\) and integrate by parts, with \(\mathbf E=-\nabla\phi\):

\[
U=\frac1{8\pi}\int\phi\,\nabla\cdot\mathbf D\,dV
=\frac1{8\pi}\int\mathbf E\cdot\mathbf D\,dV
=\int\frac{D^2}{8\pi\varepsilon}\,dV .
\]

The surface term vanishes: at large \(r\), \(\phi D\) falls as \(r^{-3}\) while the area grows as \(r^2\).

**The two situations.** Gauss's law gives \(4\pi r^2D=4\pi q(r)\), where \(q(r)\) is the defect charge within \(r\). The permittivity does not enter, so \(D\) is the same with oxide or vacuum outside. The inside therefore contributes equally to both energies and cancels. Outside, \(D=q/r^2\), and

\[
U_{\rm out}(\varepsilon)=\int_R^\infty
\frac{1}{8\pi\varepsilon}\frac{q^2}{r^4}\,4\pi r^2\,dr
=\frac{q^2}{2\varepsilon}\int_R^\infty\frac{dr}{r^2}
=\frac{q^2}{2\varepsilon R}.
\]

Subtracting the vacuum value, \(\varepsilon=1\), gives the Jost energy

\[
E_J=\frac{q^2}{2\varepsilon R}-\frac{q^2}{2R}
=-\frac{q^2}{2R}\left(1-\frac1\varepsilon\right).
\]

**The number.** The vacuum field energy outside the sphere is

\[
\frac{14.3996}{2\times6.2035}=1.1606\ \text{eV},
\]

and the screening factor is \(1-1/20=0.95\). Therefore

\[
E_J=-1.1606\times0.95=-1.10\ \text{eV}\quad(-0.0405\ \text{hartree}).
\]

About 1.1 eV of stabilisation is missing. The formula vanishes at \(\varepsilon=1\), as it must. For \(\varepsilon\to\infty\) it tends to \(-q^2/(2R)\), the whole vacuum field energy outside. At \(\varepsilon=20\) it is already 95% of that limit, so the radius matters more than the precise permittivity.

The cancellation of the inside was tested by solving Poisson's equation for a smooth charge confined within \(0.6R\). One interior had \(\varepsilon=20\) throughout; the other had \(\varepsilon=1+19(r/R)^2\). Both gave \(-1.1026\) eV.

## Where the energy resides

The same result follows from the induced dipoles, which also shows how far out they matter. Let subscript 0 denote vacuum outside and subscript 1 oxide outside, with the same defect charge. Then \(\mathbf D_1-\mathbf D_0\) has no divergence. Since \(\mathbf E_0\) and \(\mathbf E_1\) are gradients, integration by parts gives

\[
\int\mathbf E_1\cdot(\mathbf D_1-\mathbf D_0)\,dV=0,\qquad
\int\mathbf E_0\cdot(\mathbf D_1-\mathbf D_0)\,dV=0 .
\]

Use the first identity to replace \(\mathbf E_1\cdot\mathbf D_1\) by \(\mathbf E_1\cdot\mathbf D_0\), and the second to replace \(\mathbf E_0\cdot\mathbf D_0\) by \(\mathbf E_0\cdot\mathbf D_1\):

\[
U_1-U_0=\frac1{8\pi}\int(\mathbf E_1\cdot\mathbf D_0-\mathbf E_0\cdot\mathbf D_1)\,dV
=-\frac1{8\pi}\int(\varepsilon_1-\varepsilon_0)\,\mathbf E_0\cdot\mathbf E_1\,dV .
\]

The permittivities differ only outside, where \(\varepsilon_0=1\) and \((\varepsilon-1)\mathbf E_1/(4\pi)\) is the polarisation \(\mathbf P\). Hence \(E_J=-\tfrac12\int_{r>R}\mathbf P\cdot\mathbf E_0\,dV\). With \(E_0=q/r^2\) and \(P=(1-1/\varepsilon)q/(4\pi r^2)\), the shell from \(R\) to \(R'\) contributes

\[
-\frac12\int_R^{R'}\left(1-\frac1\varepsilon\right)\frac{q}{4\pi r^2}\,
\frac{q}{r^2}\,4\pi r^2dr
=-\frac{q^2}{2}\left(1-\frac1\varepsilon\right)\left(\frac1R-\frac1{R'}\right).
\]

Letting \(R'\to\infty\) recovers \(E_J\). Setting \(R'=2R\) gives half of it. Thus the oxide beyond 12.4 angstrom supplies as much energy as the whole shell between 6.2 and 12.4 angstrom.

This slow decay makes enlarging the region an expensive cure. Since \(E_J\propto1/L\), reducing the missing energy to 0.1 eV takes a cube of side 110 angstrom, more than a thousand times the original volume. Adding \(E_J\) analytically costs nothing, but relies on the continuum description from \(R\) outwards.

## Solution of (b)

**Double charge.** At fixed \(R\) and \(\varepsilon\) the energy is proportional to \(q^2\), so \(q=2\) gives \(-4.41\) eV. Removing the second electron therefore changes the missing energy by \(-4.41+1.10=-3.31\) eV, three times the change for the first. The error does not cancel between charge states.

**Ions that stay in place.** If a neutral defect is charged faster than the lattice can respond, only electronic polarisation follows. With a rough electronic permittivity of 4.5,

\[
E_J^{\rm el}=-1.1606\left(1-\frac1{4.5}\right)=-0.90\ \text{eV}.
\]

The remaining \(-0.20\) eV arrives when the outside ions relax. It is also the missing energy if the outer region of a model already responds electronically but has frozen ions. In that case the subtraction is between \(\varepsilon=20\) and \(\varepsilon=4.5\), instead of between 20 and 1.

**Cubic region.** Now let the inside also have \(\varepsilon=20\). With oxide everywhere the field remains radial, but with vacuum outside a cube it does not. Two general properties bound the energy.

First, the true \(\mathbf D\) minimises \(\int D^2/(8\pi\varepsilon)\,dV\) among fields with the correct divergence. To see this, add a divergence-free \(\boldsymbol\delta\) that decays at infinity. The cross term is \(\int\mathbf E\cdot\boldsymbol\delta\,dV/(4\pi)=0\), and the remaining term \(\int\delta^2/(8\pi\varepsilon)\,dV\) is not negative. The radial field \(q/r^2\) is therefore a trial field that overestimates the energy with vacuum outside. Subtracting the energy with oxide everywhere, for which this field is correct, gives

\[
|E_{\rm cube}|\le\left(1-\frac1\varepsilon\right)\frac{q^2}{8\pi}
\int_{\rm outside}\frac{dV}{r^4}
=\left(1-\frac1\varepsilon\right)\frac{q^2}{8\pi}\int\frac{d\Omega}{r_b}.
\]

Here \(r_b\) is the distance to the cube's surface in a given direction. For a point \((x,y)\) on a face, in units of \(L/2\), put \(s^2=1+x^2+y^2\). Then \(r_b=sL/2\) and \(d\Omega=dx\,dy/s^3\). Six faces give

\[
\int\frac{d\Omega}{r_b}=\frac{12}{L}\int_{-1}^{1}\!\int_{-1}^{1}
\frac{dx\,dy}{(1+x^2+y^2)^2},
\]

and the upper bound on the magnitude is 1.14 eV.

Second, the dipole identity for a small change \(\delta\varepsilon\) reads \(\delta U=-(1/8\pi)\int\delta\varepsilon\,E^2dV\). Raising the permittivity anywhere lowers the energy. Filling the gaps between the cube and its circumscribed sphere, of radius \(\sqrt3L/2\), thus lowers the energy with vacuum outside. The Jost formula for that sphere gives a lower bound of 0.79 eV on the magnitude.

A three-dimensional grid solution for a point charge at the cube's centre gives 1.055 eV with 10 grid cells per half-side and 1.052 eV with 16. The finer grid gives 1.100 eV for the equal-volume sphere, close to the analytic 1.103 eV. The cube's missing energy is thus about 1.05 eV, some 0.05 eV smaller in magnitude than the sphere's. It lies below the radial bound because the field is free to bend when vacuum surrounds the cube.

| Case | Change from (a) | Energy (eV) |
|---|---|---:|
| Sphere, unit charge | none | −1.10 |
| Double charge | \(q=2\) | −4.41 |
| Clamped ions | \(\varepsilon=4.5\) | −0.90 |
| Smaller sphere | \(R\) less 0.5 angstrom | −1.20 |
| Larger sphere | \(R\) plus 0.5 angstrom | −1.02 |
| Cubic region | shape, at equal volume | −1.05 |

The two changed radii show the sensitivity to where the continuum is assumed to begin. They are not error limits for an atomistic calculation.

## Solution of (c)

No. The periodic cell is surrounded by other polarisable cells, and its background also changes the field inside. Its leading correction follows from a different comparison.

A spherical neutral cell shows the mechanism. With a point charge at the centre and background charge \(-q\) spread uniformly, the enclosed charge is \(q(1-r^3/R^3)\). The vacuum field is therefore \(q(1/r^2-r/R^3)\) inside and zero outside. Relative to an isolated charge, the outside loses \(q^2/(2R)\), while the inside loses

\[
\frac{q^2}{2}\int_0^R\left[\frac1{r^4}-\left(\frac1{r^2}-\frac r{R^3}\right)^2\right]r^2dr
=\frac{q^2}{2}\int_0^R\left(\frac{2r}{R^3}-\frac{r^4}{R^6}\right)dr
=\frac{2q^2}{5R}.
\]

The total loss is \(9q^2/(10R)=2.09\) eV.

For the cubic lattice, define \(\alpha\) by writing the potential at a charge, due to all other charges and the background, as \(-\alpha q/L\). With the average potential set to zero, the background adds no separate energy, and the loss relative to an isolated charge is \(\alpha q^2/(2L)\). To evaluate \(\alpha\), split \(1/r\) into \(\operatorname{erfc}(\eta r)/r\) and \(\operatorname{erf}(\eta r)/r\). Sum the first part over neighbours and the second over reciprocal vectors. For \(L=1\),

\[
-\alpha=\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\eta n)}{n}
+\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}
-\frac{\pi}{\eta^2}-\frac{2\eta}{\sqrt\pi}.
\]

The third term removes the average of the short-range part, \(\int\operatorname{erfc}(\eta r)\,r^{-1}dV=\pi/\eta^2\). The last removes the charge's own long-range potential, the limit of \(\operatorname{erf}(\eta r)/r\) at \(r=0\). The result is \(\alpha=2.8373\), and the loss is 2.04 eV, close to the spherical-cell value.

Now fill all space with a medium of permittivity \(\varepsilon\). Every electrostatic energy \(U\) becomes \(U/\varepsilon\), so its polarisation part is \(-(1-1/\varepsilon)U\). The isolated energy minus the periodic energy is then

\[
\underbrace{\frac{\alpha q^2}{2L}}_{+2.04\ \text{eV}}
\;\underbrace{-\left(1-\frac1\varepsilon\right)\frac{\alpha q^2}{2L}}_{-1.94\ \text{eV}}
=\frac{\alpha q^2}{2\varepsilon L}=+0.10\ \text{eV}.
\]

A large polarisation energy is indeed missing from the supercell, but so is a slightly larger vacuum field energy of opposite sign. For a medium of uniform permittivity, the leading correction to add is \(+0.10\) eV. Adding \(-1.10\) eV instead would give the wrong sign and an error of 1.2 eV relative to this leading correction. If a neutral defect is charged while the ions stay clamped, \(\varepsilon=4.5\) gives \(+0.45\) eV. Ions already displaced by an earlier charge would need a separate treatment. A spread-out defect charge brings further terms of order \(1/L^3\), because the background potential varies as \(r^2/L^3\) near the centre; a Gaussian charge of width 1.5 angstrom lowers the correction from 0.102 to 0.092 eV. Unlike in part (a), the response near the defect does not cancel here, because the background changes \(\mathbf D\) inside the cell. In the spherical cell the inside loss must be integrated with the weight \(1/\varepsilon(r)\). A uniform \(\varepsilon=20\) gives a total of 0.10 eV, a core of radius 3 angstrom with \(\varepsilon=4.5\) gives 0.15 eV, and the graded interior of part (a) gives 0.22 eV. The sign of the correction is the same in these cases, but its size in a cell this small depends on the interior.

## Comparison with a real gate stack

The chosen permittivity is a rough typical value for hafnium dioxide, and a doubly charged oxygen vacancy is a relevant defect. The following estimates refer to the unit charge and the sphere of part (a), with \(R=6.2\) angstrom, unless stated otherwise.

**Anisotropy.** Suppose the principal static permittivities lie between 15 and 25, a rough range. Raising any principal value lowers the energy, by the same argument as for a scalar permittivity. If only the outside is anisotropic and the inside remains spherically symmetric, the result therefore lies between \(-1.08\) and \(-1.11\) eV.

**Strong field.** The screened field at the sphere's surface is \(q/(\varepsilon R^2)=1.87\) MV/cm, about half of a rough breakdown field of 4 MV/cm. Linear response is not guaranteed there. Even halving \(\varepsilon\) throughout the outside, a deliberately severe change, gives \(-1.04\) eV, a shift of only 0.06 eV. For the double charge the surface field is 3.7 MV/cm, close to the breakdown value, and the same halving shifts the energy by 0.23 eV. Linear response is then a less secure assumption.

**Film boundaries.** Consider a 4 nm film with the defect midway between a metal gate and silicon dioxide, the latter treated as a half-space with \(\varepsilon_s=3.9\). For one dielectric interface, try an image charge \(kq\) for the field in the film and a charge \(q''\) at the original position for the field beyond it. Continuity of potential and of normal \(\mathbf D\) requires

\[
\frac{1+k}{\varepsilon}=\frac{q''}{q\varepsilon_s},\qquad
1-k=\frac{q''}{q},\qquad\text{so}\qquad
k_s=\frac{\varepsilon-\varepsilon_s}{\varepsilon+\varepsilon_s}.
\]

For the metal, zero potential gives \(k_m=-1\). Repeated reflection places images at distances that are multiples of the thickness \(h\). Odd multiples end with one more reflection at one face than at the other; even multiples have equal numbers and occur on both sides. With \(p=k_mk_s\), half the charge times the image potential is

\[
E_{\rm film}=\frac{q^2}{2\varepsilon h}\left[
(k_m+k_s)\sum_{n=0}^{\infty}\frac{p^n}{2n+1}
+\sum_{n=1}^{\infty}\frac{p^n}{n}\right]=-0.007\ \text{eV}.
\]

This is relative to unbounded oxide. It is small mainly because the field reaching the faces is already screened: the prefactor \(q^2/(2\varepsilon h)\) is only 0.009 eV. With the metal alone (\(k_s=0\)) the bracket would be \(-1\); the repulsion from the silicon dioxide reduces its magnitude to 0.79. The energy varies as \(1/h\), so at 2 nm, with the defect still midway, this energy doubles to about \(-0.014\) eV. Replacing the half-space by 1 nm of silicon dioxide on silicon (\(\varepsilon=11.7\)) changes the 4 nm value only to \(-0.0075\) eV. These values hold for static screening and unit charge. A double charge multiplies them by four. For a fast charge change, with rough electronic permittivities of 4.5 and 2.1, the same series gives \(-0.035\) eV at 4 nm and \(-0.07\) eV at 2 nm. A defect near an interface needs its own calculation.

**Temperature.** If \(\varepsilon\) depends on temperature, \(E_J\) is a free energy \(F\). At fixed \(R\), the internal energy is \(F-T\,dF/dT\), which differs from \(F\) by

\[
-T\frac{dF}{dT}=\frac{q^2}{2R}\frac{T}{\varepsilon^2}\frac{d\varepsilon}{dT}.
\]

At 400 K, an assumed relative slope of \(10^{-4}\) per kelvin gives \(+0.002\) eV. If the region expands with the oxide, a linear expansion of \(6\times10^{-6}\) per kelvin would contribute about \(-0.003\) eV. The thermal term is thus small, but its sign is not settled by this estimate.

Among the changes tried here for the unit charge, the largest for a slow charge change is a shift of the continuum boundary by half an angstrom, about 0.1 eV. A shift of a quarter angstrom would matter less than halving the permittivity. For a fast charge change, the absence of ionic relaxation matters more, 0.2 eV. Atomic-scale response near the boundary, an off-centre or non-spherical defect charge, and chemical bonding are outside the model. The estimate supplies the long-range part of a charged defect's energy, not its formation energy. The numerical output below lists the values to more digits than the physical model warrants.

## Computed results

```
Cube side: 10.0 angstrom
Static permittivity: 20.0
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Equal-volume sphere radius: 6.2035 angstrom
Vacuum field energy outside sphere: 1.1606 eV
Screening factor 1-1/eps: 0.9500
Jost energy, unit charge: -1.1026 eV
Jost energy, unit charge: -0.04052 hartree
Jost energy, double charge: -4.4103 eV
Radial solution, uniform interior: -1.1026 eV
Radial solution, graded interior: -1.1026 eV
Fraction of Jost energy between R and 2R: 0.5000
Target size of missing energy: 0.1 eV
Cube side for that target: 110.3 angstrom
3D grid, missing magnitude, sphere: 1.100 eV
3D grid, missing magnitude, cube, coarse: 1.055 eV
3D grid, missing magnitude, cube, fine: 1.052 eV
Cube lower bound, circumscribed sphere: 0.7898 eV
Cube upper bound, radial trial field: 1.1370 eV
Cubic Madelung constant: 2.83730
Periodic cell, missing vacuum field energy: 2.0428 eV
Same, spherical-cell approximation: 2.0891 eV
Periodic cell, missing polarisation: -1.9407 eV
Periodic correction to add, static eps: 0.1021 eV
Periodic correction to add, clamped ions: 0.4540 eV
Electronic permittivity (rough): 4.5
Jost energy, clamped ions: -0.9027 eV
Ionic part of Jost energy: -0.1999 eV
Radius uncertainty chosen: 0.5 angstrom
Jost energy, smaller radius: -1.1992 eV
Jost energy, larger radius: -1.0203 eV
Lowest principal permittivity (rough): 15.0
Highest principal permittivity (rough): 25.0
Jost energy at lowest permittivity: -1.0832 eV
Jost energy at highest permittivity: -1.1142 eV
Screened field at sphere surface: 1.87 MV/cm
Breakdown field (rough): 4.0 MV/cm
Surface field / breakdown field: 0.47
Jost energy if permittivity is halved: -1.0445 eV
Film thickness: 4.0 nm
Silicon dioxide permittivity (rough): 3.9
Film boundary energy at midplane: -0.0071 eV
Temperature of use: 400 K
Relative permittivity slope (rough): 0.00010 1/K
Internal minus free energy: 0.0023 eV
```
